# Bare charges versus core potentials for an embedded oxide ion, part 1

(Sections cited here and not found follow in the second part.)

## The situation

A local property of an ionic oxide can be computed by treating a small cluster quantum mechanically and replacing the rest of the crystal by its electrostatic field. The free $\mathrm{O}^{2-}$ ion does not bind its tenth electron, so the field of the surrounding ions cannot be left out. The cheapest choice is an array of point charges. A negative point charge repels electrons and binds no level of its own. A positive point charge next to an oxide ion is an unscreened nucleus with no electrons of its own, sitting where the anion density has not yet died away. Four things act at such a site: the smooth Madelung field, the Coulomb singularity of the bare charge, the extra Coulomb and exchange attraction of a real cation core, and orthogonality to the core orbitals. An ab initio model potential (AIMP) is a one-electron operator that carries the last two.

## Model and conventions

The algebra is in atomic units; numbers are in eV and Å. The model is a rock-salt array of charges $\pm Q$, $Q=2$, with nearest-neighbour distance $d=2.10$ Å, a round value chosen to be roughly that of a light oxide. One $\mathrm{O}^{2-}$ ion at the origin carries ten explicit electrons. Its six cation neighbours are bare charges, or $\mathrm{Mg}^{2+}$ ions ($Z=12$, core $1s^22s^22p^6$) described in several ways. All other sites are point charges in every variant, filling a cube of half-width $4d$ with weights $1/2$, $1/4$, $1/8$ on faces, edges and corners (Evjen termination).

The theory is closed-shell Hartree–Fock (HF) with real orbitals. "Gap" means the difference between the lowest empty and highest occupied orbital energies (LUMO and HOMO); it is a mean-field quantity and not an optical gap. Oxygen has the aug-cc-pVTZ basis ($5s4p3d2f$, 46 functions, the "O basis"), each magnesium the 6-31G basis (13 functions), so the "cluster basis" has $46+6\times13=124$ functions. The HF equations were iterated with DIIS extrapolation and a level shift, with two-electron integrals from density fitting in the def2 universal JK-fitting basis unless stated otherwise. The size and shape of the anion are measured by $\langle r^2\rangle=\int\rho\,r^2\,d^3r$ and $M_4=\int\rho\,K_4\,d^3r$, where $\rho$ is the density of all ten electrons and $K_4$ is defined below.

## First contribution: the smooth field at the anion

An electron at $\mathbf r$ has energy $U(\mathbf r)=-\sum_k q_k/|\mathbf r-\mathbf R_k|$. For $r<d$ every charge is farther out than the electron, and

$$U(\mathbf r)=-\sum_{l}\sum_k q_k\frac{r^l}{R_k^{l+1}}P_l(\cos\gamma_k),$$

with $\gamma_k$ the angle between $\mathbf r$ and $\mathbf R_k$. The term of order $l$ is a homogeneous polynomial of degree $l$ that obeys Laplace's equation and has the symmetry of the cube. The reflections $x\to-x$, $y\to-y$, $z\to-z$ allow only even powers, which removes odd $l$, and permutations of the axes make it symmetric in $x^2,y^2,z^2$. At degree 2 the only candidate is $r^2$, and $\nabla^2r^2=6\neq0$, so $l=2$ is absent. At degree 4 the candidates are $a\,r^4+b\,(x^4+y^4+z^4)$. Since $\nabla^2r^4=20r^2$ and $\nabla^2(x^4+y^4+z^4)=12r^2$, Laplace's equation gives $a=-3b/5$. Hence

$$U=-\frac{\alpha Q}{d}-c_4K_4+O(r^6),\qquad K_4=x^4+y^4+z^4-\tfrac35r^4 .$$

The constant defines the Madelung constant $\alpha$. With lengths in units of $d$ and a charge $+1$ at the origin, the lattice charge density is $\sum(-1)^{i+j+k}\delta(\mathbf r-\mathbf n)=\sum_{\mathbf G}e^{i\mathbf G\cdot\mathbf r}$ with $\mathbf G=\pi(h,k,l)$ and $h,k,l$ all odd. The Ewald method splits $1/r=\mathrm{erfc}(\eta r)/r+\mathrm{erf}(\eta r)/r$. The first part is summed directly. The second has Fourier transform $4\pi e^{-G^2/4\eta^2}/G^2$ and is summed over $\mathbf G$; that sum includes the origin charge itself, whose value $\mathrm{erf}(\eta r)/r\to2\eta/\sqrt\pi$ is subtracted:

$$-\alpha=\sum_{\mathbf n\ne0}(-1)^{i+j+k}\frac{\mathrm{erfc}(\eta n)}{n}+\sum_{\mathbf G}\frac{4\pi}{G^2}e^{-G^2/4\eta^2}-\frac{2\eta}{\sqrt\pi}.$$

With $\eta=2$ this gives $\alpha=1.74756$. Direct summation over the finite cube gives $1.74772$ at the anion and $1.74741$ at a neighbouring cation site, within $10^{-4}$ of $\alpha$ in relative terms. A charge $Q=2$ at 1 Å gives an energy of $28.799$ eV, so $Q/d=28.799/2.10=13.714$ eV and $\alpha Q/d=23.97$ eV. A translation by $d$ reverses all charges, so at a cation site the other charges give an electron the energy $+\alpha Q/d$.

To find $c_4$, put $\mathbf r$ along $z$, where $K_4=\tfrac25r^4$ and $\gamma_k$ is the polar angle $\theta_k$. Equating the two forms of the $l=4$ term,

$$c_4=\frac52\sum_k\frac{q_kP_4(\cos\theta_k)}{R_k^5}.$$

Of the six neighbours, two have $P_4(\pm1)=1$ and four have $P_4(0)=3/8$, a sum of $7/2$, so they contribute $35Q/4d^5=35\times28.799/(4\times40.84)=6.17$ eV/Å$^4$. The whole array gives $6.31$ eV/Å$^4$. At $r=1$ Å the $l=4$ term is $-6.31\times\tfrac25=-2.5$ eV towards a cation; along a body diagonal $K_4=(\tfrac13-\tfrac35)r^4=-\tfrac4{15}r^4$ and the term is $+1.7$ eV.

What the anion can do with this field depends on the basis. An orbital invariant under all operations of the cube cannot contain $p$ functions, which are odd, or $d$ functions, since no invariant harmonic of degree 2 exists. An orbital odd in $z$ and even in $x$ and $y$ can contain $p_z$ but no $s$ or $d$ function, because those are even under inversion. In a basis of O-centred $s,p,d$ functions the occupied orbitals are therefore pure $s,s,p_x,p_y,p_z$ to all orders, the three $p$ orbitals share one radial function, and $\rho$ is exactly spherical: $M_4=0$. The products $ss$ and $pp$ contain only $l=0$ and $l=2$, and the cubic potential has no $l=2$ part at any radius, so these orbitals feel only the spherical average of $U$. By the shell theorem a charge at distance $R$ has the spherical average $q/\max(r,R)$. The average is thus flat at $-\alpha Q/d$ up to $r=d$, then rises by $6Q(1/d-1/r)$, which at the anion shell $r=\sqrt2d$ is $1.757\,Q/d$ and has used up the whole depth. The averaged array is a well that binds the ten electrons and whose wall begins only at $r=d$.

The matrix element of $K_4$ between angular momenta $l,l'$ needs $|l-l'|\le4\le l+l'$ and $l+l'$ even, so $p$ couples to $f$ and $h$, and $s$ to $g$. The sign of the response follows from the variational principle. Let $\Phi_0$ minimise $E_0$ and $\Phi_1$ minimise $E_0+\int\rho\,u$. Then

$$E_0[\Phi_1]+\int\rho_1u\;\le\;E_0[\Phi_0]+\int\rho_0u\;\le\;E_0[\Phi_1]+\int\rho_0u,$$

the first step because $\Phi_1$ is the minimiser of the perturbed energy, the second because $\Phi_0$ is that of $E_0$. Hence $\int(\rho_1-\rho_0)u\le0$. For a density lying mainly inside $r<d$ and $u\approx-c_4K_4$ this means $M_4\ge0$: charge moves towards the cations.

With bare neighbours, HF in the O basis stripped of its $f$ functions gives $M_4=0$, HOMO $-14.91$ eV, $\langle r^2\rangle=6.905$ Å$^2$. With the $f$ functions it gives $M_4=0.051$ Å$^4$, HOMO $-14.97$ eV, $\langle r^2\rangle=6.914$ Å$^2$. In this basis the cubic distortion exists and has the derived sign, but it is worth only $0.06$ eV on the HOMO. Its size is limited by the two $f$ sets available: a third, more diffuse one (exponent $0.18$ bohr$^{-2}$) gives $M_4=1.67$ Å$^4$, more than half of it from $r>d$, and a HOMO of $-16.87$ eV. The bare-charge numbers below therefore belong to the O basis and are not converged properties.

## Second contribution: the singularity of the bare charge

A bare charge $+2$ is, for an electron, a helium nucleus. With $s$ the distance from the site, $\nabla^2e^{-Qs}=(Q^2-2Q/s)e^{-Qs}$, so

$$\Big(-\tfrac12\nabla^2-\frac Qs\Big)e^{-Qs}=-\frac{Q^2}2e^{-Qs}.$$

The other charges add their average over the spherical density $n(s)=(Q^3/\pi)e^{-2Qs}$. For one charge at distance $R$ the shell theorem gives

$$\Big\langle\frac1{|\mathbf s-\mathbf R|}\Big\rangle=\frac1R-\int_R^\infty4\pi s^2n(s)\Big(\frac1R-\frac1s\Big)ds .$$

With $a=2Q$, $\int_R^\infty s^2e^{-as}ds=e^{-aR}(R^2/a+2R/a^2+2/a^3)$ and $\int_R^\infty s\,e^{-as}ds=e^{-aR}(R/a+1/a^2)$. The first divided by $R$ minus the second is $e^{-aR}(1/a^2+2/a^3R)$, and multiplying by $4Q^3$ gives the correction $e^{-2QR}(Q+1/R)$. At $R=d=3.968$ bohr the exponent is $15.9$ and the factor is about $10^{-7}$. The average therefore equals the value at the site, and

$$\varepsilon_{\rm site}=-\frac{Q^2}{2}+\frac{\alpha Q}{d}=-54.423+23.966=-30.457\ \text{eV}\quad(-1.119\ \text{hartree}).$$

This is the energy of a trial function in a lattice of point charges, exact to first order in the non-spherical remainder. Diagonalising the point-lattice Hamiltonian in twelve $s$ Gaussians on the site (exponents $0.15\times2.6^k$ bohr$^{-2}$, $k=0,\dots,11$) gives $-30.459$ eV, which is $-54.423+1.74741\times13.714$, the formula with the finite-array value of $\alpha$.

Now restore the real anion. The Fock operator of the bare-charge density was built with exact integrals in the O basis plus those twelve functions and diagonalised in the space orthogonal to the five occupied orbitals. Its lowest level $a$ lies at $-30.34$ eV, against a HOMO of $-14.97$ eV: the empty level is $15.37$ eV below the occupied one. The level is $0.12$ eV above the formula. Exchange with the O electrons and the part of their density lying beyond $d$ lower it; orthogonalisation to the higher-lying O $2p$ orbitals raises it: if the site function $f$ is nearly an eigenfunction with energy $\varepsilon_f$ and overlaps a $2p$ orbital $\phi$ of mean energy $\varepsilon_\phi$ by $s$, then $f-s\phi$ has squared norm $1-s^2$ and expectation $\varepsilon_f-2s^2\varepsilon_f+s^2\varepsilon_\phi$, a shift of $s^2(\varepsilon_\phi-\varepsilon_f)/(1-s^2)>0$. Evaluated one after another on the site function, the Coulomb part is $-0.18$ eV, exchange $-0.28$ eV and orthogonalisation $+0.59$ eV, so the last effect prevails.

An inverted order means that the $\mathrm O^{2-}$ determinant is not the ground state. For spin orbitals, $E=\sum_jh_{jj}+\tfrac12\sum_{jk}(J_{jk}-K_{jk})$ and $\varepsilon_p=h_{pp}+\sum_j(J_{pj}-K_{pj})$, sums over occupied orbitals. Removing $i$ costs $-\varepsilon_i$, because $J_{ii}=K_{ii}$. Adding $a$ to the remaining electrons costs $\varepsilon_a-(J_{ia}-K_{ia})$, because $\varepsilon_a$ counted the interaction with $i$. So

$$\Delta E=\varepsilon_a-\varepsilon_i-(J_{ia}-K_{ia}),\qquad J_{ia}-K_{ia}=\frac12\iint\frac{|a(1)i(2)-i(1)a(2)|^2}{r_{12}}\ge0 .$$

Moving one electron to the bare charge lowers the energy by at least $15.37$ eV. How far the transfer proceeds over six sites was not computed. The binding grows as $Q^2$ and the Madelung lift only as $Q$: at the same $d$, $Q=1$ would give $-54.42/4+23.97/2=-1.6$ eV, so the danger grows quickly with the cation charge. An O-centred basis does not remove the level. Such a basis becomes complete as functions are added and would in the end describe $e^{-Qs}$ too; results with bare neighbours keep all ten electrons on the anion only because the basis is too small to describe the site level.

## Third contribution: Coulomb and exchange attraction of a real core

Let $|c\rangle$ be the 30 doubly occupied core orbitals of the six ions, frozen at their free-ion HF form (6-31G, exact integrals). Cores on different sites overlap by at most $6.7\times10^{-4}$ and were made orthonormal symmetrically. Let $\psi_i$ be the five cluster orbitals. A determinant is unchanged when a multiple of one occupied orbital is added to another, so the $\psi_i$ may be taken orthogonal to the cores without loss: the condition $\langle c|\psi_i\rangle=0$ is the form antisymmetry takes. For orthonormal closed-shell orbitals $E=2\sum_ph_{pp}+\sum_{pq}(2J_{pq}-K_{pq})$. Splitting both sums into core and cluster parts, the mixed terms appear twice:

$$E=E_{\rm core}+2\sum_i\langle\psi_i|h+J_{\rm c}-K_{\rm c}|\psi_i\rangle+\sum_{ij}(2J_{ij}-K_{ij}).$$

Here $h$ holds the kinetic energy, all nuclei and the point charges, $J_{\rm c}(\mathbf r)=\int\rho_{\rm c}(\mathbf r')\,d^3r'/|\mathbf r-\mathbf r'|$ with $\rho_{\rm c}=2\sum_c|c|^2$, and $K_{\rm c}f(\mathbf r)=\sum_cc(\mathbf r)\int c(\mathbf r')f(\mathbf r')\,d^3r'/|\mathbf r-\mathbf r'|$. The Fock operator of the cluster electrons is $F=h+J_{\rm c}-K_{\rm c}+G$, with $G=\sum_j(2J_j-K_j)$ their own Coulomb and exchange operator.

For one ion write $-Z/s+J_{\rm c}=-Q/s+V_{\rm sr}$. The core holds $Z-Q$ electrons and is spherical, so $J_{\rm c}(s)=\frac1s\int_0^s4\pi t^2\rho_{\rm c}\,dt+\int_s^\infty4\pi t\,\rho_{\rm c}\,dt$. Subtracting $(Z-Q)/s=\frac1s\int_0^\infty4\pi t^2\rho_{\rm c}\,dt$,

$$V_{\rm sr}(s)=-\int_s^\infty4\pi t^2\rho_{\rm c}(t)\Big(\frac1s-\frac1t\Big)dt\;\le\;0,$$

because $t>s$ in the integrand. Core charge lying outside the electron does not screen fully. Gauss–Legendre quadrature over the 6-31G core density gives the values below; the uncontracted $s,p$ part of cc-pVTZ changes them to $-207.6$, $-8.86$ and $-0.071$ eV.

| $s$ (Å) | $V_{\rm sr}$ (eV) | $-Q/s$ (eV) |
|---|---|---|
| 0.2 | −207.8 | −144.0 |
| 0.5 | −8.89 | −57.6 |
| 1.0 | −0.067 | −28.8 |

Exchange has the same sign. With $g_c=c\,f$, $\langle f|K_{\rm c}|f\rangle=\sum_c\int\frac{d^3k}{(2\pi)^3}\frac{4\pi}{k^2}|\tilde g_c(\mathbf k)|^2\ge0$, and $K_{\rm c}$ enters $F$ with a minus sign. Before orthogonality is imposed, the Coulomb and exchange operator of a real cation is thus more attractive than a bare $+2$ charge for any orbital. On the bare-model orbitals, $\langle V_{\rm sr}\rangle$ and $\langle-K_{\rm c}\rangle$ are $-0.31$ and $-0.71$ eV for the HOMO, $-2.85$ and $-4.73$ eV for the LUMO; exchange is the larger in both. Adding both to the bare model self-consistently in the O basis, without any orthogonality (exchange in the spectral form given below), takes $\langle r^2\rangle$ from $6.914$ to $8.807$ Å$^2$, 27% more, and the gap from $14.73$ to $10.32$ eV. The Coulomb part $V_{\rm sr}$ on its own already gives $7.520$ Å$^2$ and $12.83$ eV. A better description of the cation's electrostatics, without orthogonality, makes matters worse.

A bare $+2$ neighbour has a site level far below the anion's HOMO, and adding the real core's Coulomb and exchange attraction without orthogonality swells the anion and narrows the gap further. It remains to impose orthogonality to the core, turn it into an operator, and test the result against an all-electron cluster.
